# Radical delivery across a reacting gas gap to an absorbing wall

## A gap without loss, and with a little

Radicals enter a gas-filled gap through the plane \(z=0\) and diffuse to a wall at \(z=L\) that absorbs every radical striking it. The injection plane feeds a steady net flux \(G_0\) (radicals per area and time) into the gap. Everything depends on \(z\) alone.

Suppose first that the gas does not consume radicals. In the steady state the same flux then crosses every plane, and all of it reaches the wall. With Fick's law, \(G=-D\,dn/dz\), where \(n\) is the radical density and \(D\) the diffusion coefficient, a constant flux means a constant slope. The absorbing wall holds the density there at zero, so

\[
n(z)=\frac{G_0}{D}(L-z).
\]

The number of radicals in the gap per unit area is the area of this triangle,

\[
\int_0^L n\,dz=\frac{G_0L^2}{2D}.
\]

In a steady state the number present equals the rate of entry times the mean time spent inside. The mean transit time is therefore \(L^2/(2D)\).

Now let each radical react in the gas with a small constant probability per unit time \(k\). The density then departs from the triangle by an amount proportional to \(k\), which alters the loss only at order \(k^2\). To first order, the loss per area is therefore \(k\) times the number in the triangle. The delivered fraction \(F\), the wall flux divided by \(G_0\), is then

\[
F\simeq 1-\frac{kL^2}{2D}.
\]

This estimate fails when the loss is strong, because the loss then reshapes the density; for \(kL^2/(2D)>1\) it is even negative. The result for any strength of loss is

\[
F=\frac{1}{\cosh(L/\lambda)},\qquad \lambda=\sqrt{D/k}.
\]

The reaction-diffusion length \(\lambda\) sets how far a radical typically diffuses before it reacts. Two derivations follow, one from the density and one from the fate of a single radical.

## First derivation: balance of fluxes

Consider a slab between \(z\) and \(z+dz\). Per unit area, \(G(z)\) enters, \(G(z+dz)\) leaves, and \(kn\,dz\) is lost by reaction. In the steady state

\[
G(z)-G(z+dz)=kn\,dz
\quad\Rightarrow\quad
\frac{dG}{dz}=-kn .
\]

Inserting Fick's law with constant \(D\) gives \(-D\,n''=-kn\), or

\[
n''=\frac{n}{\lambda^2}.
\]

The general solution can be written with the distance from the wall as its argument:

\[
n=A\sinh\frac{L-z}{\lambda}+B\cosh\frac{L-z}{\lambda}.
\]

At \(z=L\) the first term vanishes and the second equals \(B\), so the absorbing wall requires \(B=0\). Differentiating the remaining term brings a factor \(-1/\lambda\), which cancels the minus sign in Fick's law:

\[
G(z)=\frac{DA}{\lambda}\cosh\frac{L-z}{\lambda}.
\]

At the source \(G(0)=G_0\), which fixes \(A=G_0\lambda/[D\cosh(L/\lambda)]\). Hence

\[
n(z)=\frac{G_0\lambda}{D}\,\frac{\sinh[(L-z)/\lambda]}{\cosh(L/\lambda)},
\qquad
G(z)=G_0\,\frac{\cosh[(L-z)/\lambda]}{\cosh(L/\lambda)} .
\]

Setting \(z=L\) in the flux gives \(G(L)=G_0/\cosh(L/\lambda)\), the stated result. The density is zero at the wall but its slope is not, so a finite flux arrives there.

The missing radicals are accounted for by the volume loss. Since \(\int_0^L\sinh[(L-z)/\lambda]\,dz=\lambda[\cosh(L/\lambda)-1]\) and \(k\lambda^2/D=1\),

\[
\frac{k}{G_0}\int_0^L n\,dz
=\frac{k\lambda^2}{D}\,\frac{\cosh(L/\lambda)-1}{\cosh(L/\lambda)}
=1-F .
\]

## Second derivation: the fate of one radical

Divide the gap into \(N\) steps of length \(a=L/N\), with sites \(j=0,1,\dots,N\). In each time \(\tau\) a radical hops left or right with equal probability. From site 0 it can hop only to site 1, because the injection plane returns it to the gap. During each hop it reacts with probability \(\kappa=k\tau\).

The hopping time must reproduce \(D\). If the density is \(n_j\), a site holds \(an_j\) radicals per area, and half of them hop right in a time \(\tau\). The net flux between neighbouring sites is

\[
\frac{an_j-an_{j+1}}{2\tau}\simeq-\frac{a^2}{2\tau}\frac{dn}{dz},
\]

so \(D=a^2/(2\tau)\), or \(\tau=a^2/(2D)\).

Let \(\phi_j\) be the probability that a radical now at site \(j\) eventually reaches the wall. It must survive the next hop and then succeed from its new site:

\[
\phi_j=(1-\kappa)\,\frac{\phi_{j+1}+\phi_{j-1}}{2},
\qquad
\phi_0=(1-\kappa)\phi_1,
\qquad
\phi_N=1 .
\]

Define \(\theta\) by \(\cosh\theta=1/(1-\kappa)\). The first relation becomes \(\phi_{j+1}+\phi_{j-1}=2\phi_j\cosh\theta\). A trial solution \(r^j\) needs \(r+1/r=2\cosh\theta\), which gives \(r=e^{\theta}\) or \(e^{-\theta}\). Thus \(\phi_j=Pe^{j\theta}+Qe^{-j\theta}\). The condition at the source, \(\phi_0\cosh\theta=\phi_1\), reads

\[
(P+Q)\cosh\theta=Pe^{\theta}+Qe^{-\theta}
=(P+Q)\cosh\theta+(P-Q)\sinh\theta ,
\]

so \(P=Q\), and \(\phi_j\) is proportional to \(\cosh j\theta\). The condition \(\phi_N=1\) fixes the factor:

\[
\phi_j=\frac{\cosh j\theta}{\cosh N\theta},
\qquad
\phi_0=\frac{1}{\cosh N\theta}.
\]

The hyperbolic cosine is present before any continuum limit. For small steps, \(\cosh\theta\simeq1+\theta^2/2\) and \(1/(1-\kappa)\simeq1+\kappa\), hence \(\theta\simeq\sqrt{2\kappa}\). With \(\kappa=ka^2/(2D)\),

\[
N\theta\simeq\frac{L}{a}\sqrt{\frac{ka^2}{D}}=\frac{L}{\lambda},
\]

and \(\phi_0\to1/\cosh(L/\lambda)\) as \(a\to0\).

This view gives a further reading. Reaction does not influence the path, so a radical whose loss-free transit would take a time \(T\) survives with probability \(e^{-kT}\). The delivered fraction is the average \(F=\langle e^{-kT}\rangle\). Write \(x=L/\lambda\), so that \(x^2=kL^2/D\), and expand both forms:

\[
1-k\langle T\rangle+\frac{k^2\langle T^2\rangle}{2}-\dots
=\frac{1}{1+x^2/2+x^4/24+\dots}
=1-\frac{x^2}{2}+\frac{5x^4}{24}-\dots
\]

The terms in \(k\) return \(\langle T\rangle=L^2/(2D)\). Those in \(k^2\) give \(\langle T^2\rangle=5L^4/(12D^2)\). The variance is \((5/12-1/4)L^4/D^2=L^4/(6D^2)\), so the spread of transit times is about 0.8 of their mean. When loss is strong, the early arrivals supply most of the delivered radicals.

## What each derivation assumes

Both take constant \(D\) and \(k\), one dimension, no gas flow, and a mean free path much shorter than \(L\) and \(\lambda\). They differ in three respects.

**Time.** The flux balance was written for a steady state. The walk follows each radical to its end, so its result also gives the total delivered from a pulse.

**Interaction.** The walk needs radicals that do not affect one another. The slab balance still holds if the loss depends on \(n\), for example when radicals recombine in pairs, but the equation is then nonlinear and the hyperbolic cosine is lost.

**The source plane.** The walk counts every radical released and must say what happens to one that returns: here it is sent back. The flux balance hides this in the words "net flux". A source that holds a fixed density \(n_0\) shows the difference. Then \(n=n_0\sinh[(L-z)/\lambda]/\sinh x\), and

\[
G(0)=\frac{Dn_0}{\lambda}\,\frac{\cosh x}{\sinh x},
\qquad
G(L)=\frac{Dn_0}{\lambda}\,\frac{1}{\sinh x}.
\]

Their ratio is again \(1/\cosh x\). If the wall flux is instead compared with its loss-free value \(Dn_0/L\), the ratio is \(x/\sinh x\), which is larger because a fixed-density source injects more when the gas consumes more.

If the source is a transparent sheet with the same gas extending far behind it, radicals also escape backwards. Behind the sheet \(n=n_0e^{z/\lambda}\), which carries away a flux \(Dn_0/\lambda\). The total released is \((Dn_0/\lambda)(1+\cosh x/\sinh x)\), and the fraction reaching the wall is

\[
\frac{1/\sinh x}{1+\cosh x/\sinh x}=\frac{1}{\sinh x+\cosh x}=e^{-x}.
\]

For a thick gap, \(x\gg1\), the returning source gives \(F\simeq2e^{-x}\), twice as much.

## When a wall counts as perfectly absorbing

Let a striking radical stick with probability \(s\). Near the wall, take a Maxwellian velocity distribution multiplied by \(1+\alpha v_z\), a slight skew that carries the net flux \(G=n\alpha\langle v_z^2\rangle\). The Maxwellian part sends \(n\bar v/4\) each way, where \(\bar v\) is the mean speed. The skew adds \(G/2\) towards the wall and removes \(G/2\) from the returning stream, since each half of the velocity range holds half of \(\langle v_z^2\rangle\). The net flux is the part that sticks:

\[
G=s\left(\frac{n\bar v}{4}+\frac{G}{2}\right)
\quad\Rightarrow\quad
G=wn,\qquad w=\frac{\bar v}{4}\,\frac{s}{1-s/2}.
\]

For \(s\) near 1 the skew is not small, so \(w\) is then an estimate.

In the general solution of the first derivation, the wall flux is \(DA/\lambda\) and the wall density is \(B\). Hence \(B=DA/(w\lambda)\). The entering flux is \((D/\lambda)(A\cosh x+B\sinh x)\), and division gives

\[
F=\frac{1}{\cosh x+\dfrac{D}{w\lambda}\sinh x}.
\]

Dividing by the perfect-wall result gives \(1/[1+(D/(w\lambda))\tanh x]\). For the delivered fraction, the wall therefore acts as perfect when \((D/(w\lambda))\tanh x\ll1\). In a thick gap this is \(D/(w\lambda)\ll1\); in a thin gap it is the weaker condition \(kL/w\ll1\), and the density at the wall may then still be far from zero. This can hold with \(s\) well below 1, because collisions with the gas send a reflected radical back to the wall many times.

## Oxygen atoms crossing 1 cm of oxygen

Let O atoms from a remote plasma cross \(L=1.0\) cm of O\(_2\) at 10 Torr and 300 K to a fresh silver film, as on an atomic-oxygen sensor. They are lost by O + O\(_2\) + O\(_2\) → O\(_3\) + O\(_2\), which is first order in O because O\(_2\) is abundant. The rough coefficients are \(6\times10^{-34}\) cm\(^6\)/s for this reaction and 200 Torr cm\(^2\)/s for \(D\) times pressure. The ideal gas law gives \(3.219\times10^{17}\) molecules per cm\(^3\), so

\[
k=6\times10^{-34}\,(3.219\times10^{17})^2=62.2\ \text{s}^{-1},
\qquad
D=\frac{200}{10}=20\ \text{cm}^2/\text{s},
\]

\[
\lambda=\sqrt{\frac{20}{62.2}}=0.567\ \text{cm},
\qquad x=1.763,\qquad F=\frac{1}{\cosh1.763}=0.333 .
\]

One atom in three arrives. The weak-loss estimate gives \(-0.55\) and is useless here, while \(2e^{-x}=0.343\) is 3 % too high. An open-backed source would deliver 0.17. Half delivery needs \(\cosh x=2\), which is a gap of 0.75 cm.

At fixed temperature \(D\) varies as \(1/p\) and \(k\) as \(p^2\), so \(L/\lambda\) grows as \(p^{3/2}\). For the same gap:

| Pressure (Torr) | \(L/\lambda\) | \(F\) |
|---|---|---|
| 1 | 0.056 | 0.998 |
| 3 | 0.29 | 0.96 |
| 10 | 1.76 | 0.33 |
| 20 | 4.99 | 0.014 |

Between 1 and 3 Torr the gas hardly matters; doubling the pressure from 10 to 20 Torr cuts delivery by a factor of about 24.

## How far the neglected effects move the number

Each effect below is applied alone to the 10 Torr case.

**Temperature.** Take \(D\) as \(T^{1.75}\) at fixed pressure and the reaction coefficient as \(T^{-2.4}\), both rough. The squared gas density adds \(T^{-2}\) to \(k\). At 350 K, \(D=26.2\) cm\(^2\)/s and \(k=31.6\) s\(^{-1}\), and \(F\) rises to 0.60, which is 80 % above the 300 K value.

**Sticking.** The mean speed is \(6.30\times10^4\) cm/s. For \(s=1\), \(D/(w\lambda)=0.0011\) and \(F\) changes by 0.1 %. For \(s=0.1\) it falls by 2 %, to 0.327. For \(s=0.001\), \(D/(w\lambda)=2.2\) and \(F=0.107\). The mean free path \(3D/\bar v\) is about 0.001 cm, far below \(\lambda\).

**Loss coefficient.** Since \(\ln F=-\ln\cosh x\) and \(x\propto\sqrt k\),

\[
\frac{d\ln F}{d\ln k}=-\frac{x}{2}\tanh x=-0.83 .
\]

A value of \(k\) 20 % higher gives \(F=0.284\), a fall of 15 %.

**Rim.** Let the gap be a disc of radius \(R=7.5\) cm, with the density held at zero at its rim as an extreme case. Expand \(n\) in Bessel functions \(J_0(\alpha_mr/R)\), where \(J_0(\alpha_m)=0\). Each term obeys the one-dimensional equation with \(1/\lambda_m^2=1/\lambda^2+\alpha_m^2/R^2\). A uniform injected flux has coefficients \(2/[\alpha_mJ_1(\alpha_m)]\), and each Bessel function averages to \(2J_1(\alpha_m)/\alpha_m\) over the disc. The delivered fraction is therefore

\[
F_{\rm rim}=\sum_m\frac{4}{\alpha_m^2}\,\frac{1}{\cosh(L/\lambda_m)}=0.286,
\]

a fall of 14 % for the whole disc.

**Flow.** Feeding 100 sccm of O\(_2\) uniformly through the source plane gives an entry speed \(U=0.79\) cm/s. For slow viscous outflow the radial velocity is parabolic across the gap, and conservation of gas gives the axial speed \(u=U(1-3\zeta^2+2\zeta^3)\), with \(\zeta=z/L\). Numerical integration of \(Dn''-un'-kn=0\), with \(Un-Dn'\) as the injected flux, gives \(F=0.331\), a fall of 0.6 %.

**Other reactions.** These depend on the injected flux, taken as \(10^{14}\) cm\(^{-2}\) s\(^{-1}\). If the ozone formed leaves only with the flow, its density is the lost flux divided by \(U\), or \(8.5\times10^{13}\) cm\(^{-3}\). With a rough coefficient of \(8\times10^{-15}\) cm\(^3\)/s, O + O\(_3\) adds 0.68 s\(^{-1}\) to \(k\) and lowers \(F\) by 0.9 %. The O density at the source is \((G_0\lambda/D)\tanh x=2.7\times10^{12}\) cm\(^{-3}\). Recombination O + O + O\(_2\), at a rough \(3\times10^{-33}\) cm\(^6\)/s and two atoms per event, then adds about 0.005 s\(^{-1}\).

Beside a real process, two of these settings are unusual. Downstream plasma tools often work nearer 1 Torr, where this model loses almost nothing in a 1 cm gap. The O density is also only about \(10^{-5}\) of the gas density, far below what a strong oxygen discharge can supply. In the ozone estimate the added loss at first grows in proportion to the flux. At a flux 100 times larger the O atoms also consume much of the ozone, but if the silver takes up no ozone the added loss still reaches nearly half of \(k\), and \(F\) then depends on the flux. Ozone uptake at the silver reduces this loss by an amount that depends on its probability per collision: with a rough ozone diffusion coefficient of 11.5 cm\(^2\)/s, the added loss is about a tenth of \(k\) for a probability of \(10^{-3}\), but still about 0.3 of \(k\) for \(10^{-4}\). Fresh silver takes up O atoms readily, but its surface changes as it oxidises; glass takes up far fewer, and the result then depends strongly on \(s\): \(F=0.107\) for \(s=10^{-3}\) and 0.015 for \(s=10^{-4}\). Three further assumptions matter greatly. One is uniform gas at 300 K. At this slow flow the gas takes its temperature from the plates, so a warm feed alone changes little, but a source plate at 350 K facing a wall at 300 K raises \(F\) to about 0.50. Another is that the source plane returns every atom that strikes it. If it destroys one in a thousand instead, the delivered fraction of the released atoms falls from 0.33 to 0.23; if it destroys one in a hundred, to 0.06. The third is that the feed carries no metastable O\(_2\) (the \(a\,^1\Delta_g\) state). A remote oxygen plasma can supply it, and it turns ozone back into O atoms; where it is abundant and ozone survives at the walls, \(F\) can lie far above 0.33. Finally, \(F\) counts O atoms alone: ozone formed in the gap can also reach the silver and may oxidise it.

Numerical values quoted here were computed with a short program.
